# Surface recombination length from dissolution times of buried loop bands

## The problem

Identical bands of interstitial dislocation loops lie at different depths $d$ below the surface of silicon. One can picture a single implanted and pre-annealed wafer whose surface has been thinned by different amounts before the final anneal, so that $d$ differs from sample to sample and the loops do not. At 1000 °C the loops emit self-interstitials, which diffuse to the surface and recombine there. A band counts as dissolved when 99 % of its atoms have left. The times below are calculated, not measured.

| Depth (nm) | Dissolution time (s) |
|---|---|
| 50 | 161.8 |
| 100 | 209.1 |
| 150 | 256.4 |
| 200 | 303.8 |
| 250 | 351.1 |

The surface removes interstitials at a finite rate. With $x$ measured inward from the surface, $C$ the interstitial concentration and $C^*$ its thermal equilibrium value,

$$D\,\frac{dC}{dx}\Big|_{x=0}=k\,[C(0)-C^*],\qquad L_s=\frac{D}{k}.$$

The length $L_s$ is the surface recombination length: a perfect sink has $L_s=0$, a passive surface a large $L_s$.

The loops all have the same radius, initially $R_0=10$ nm, and a constant areal density $\rho=5\times10^{10}$ cm⁻² $=5\times10^{-4}$ nm⁻². A loop contains $n_a=15.66$ atoms per nm². Its stacking fault costs $\gamma=0.4$ eV/nm², its line energy has the prefactor $E_l=4$ eV/nm, and its core radius is $r_c=0.3$ nm. The transport product is $DC^*=4\times10^6$ cm⁻¹s⁻¹, with $D=5\times10^{-6}$ cm²/s.

What does the negative-depth intercept of the line $t(d)$ measure, what is $L_s$, and how far can the value be trusted?

## First estimate by scaling

A dissolution time is a content divided by a flux, and a diffusive flux is $D$ times a concentration difference divided by a length. The content and the concentration at the loops are the same for all bands, so times should scale as lengths. If the length were $d$ alone, the bands at 250 and 50 nm would have times in the ratio 5. The table gives $351.1/161.8=2.170$. A constant length $L$ must therefore be added to each depth:

$$\frac{250+L}{50+L}=2.170\;\Rightarrow\;250-108.5=1.170\,L\;\Rightarrow\;L\approx121\ \text{nm}.$$

If the surface is the sole source of this extra length, $L_s\approx121$ nm.

The time per unit depth can be estimated too. The initial content is $N_0=\pi\rho n_aR_0^2=2.46\times10^{14}$ cm⁻². At the initial radius the concentration in equilibrium with a loop is $4.63\,C^*$, as derived below, which gives

$$\frac{N_0}{DC^*(4.63-1)}=\frac{2.46\times10^{14}}{4\times10^6\times3.63}\ \text{s/cm}\approx1.7\ \text{s/nm}.$$

The table shows about 0.95 s/nm, so the order of magnitude is right.

## Solution of the model

**From the band to the surface.** The time to diffuse across the deepest layer is about $d^2/D=(2.5\times10^{-5}\ \text{cm})^2/D\approx10^{-4}$ s, far below the dissolution times. The concentration between band and surface is therefore quasi-steady, $D\,d^2C/dx^2=0$, provided the layer contains no traps. Behind the band the concentration is taken as uniform, so no net flux enters the bulk.

Let $C_p$ be the concentration averaged over the plane of the band. The profile is a straight line, and the flux $J$ towards the surface, counted positive, obeys

$$J=\frac{D\,[C_p-C(0)]}{d}=k\,[C(0)-C^*].$$

Hence $C_p-C(0)=Jd/D$ and $C(0)-C^*=J/k=JL_s/D$. Adding the two removes $C(0)$:

$$C_p-C^*=\frac{J}{D}\,(d+L_s).\tag{1}$$

The straight profile, continued outside the crystal, reaches $C^*$ at $x=-L_s$. This is the geometrical meaning of the recombination length.

**From one loop to its surroundings.** The concentration $C_l$ in equilibrium with a loop holds at the loop, not across the whole plane. Model the loop as a disc of radius $R$ held at $C_l$, and let it emit $Q$ atoms per second, counting both faces, with the density

$$q(r)=\frac{Q}{2\pi R\sqrt{R^2-r^2}}.$$

The total is correct, because $\int_0^R2\pi r\,q\,dr=(Q/R)\int_0^R r\,dr/\sqrt{R^2-r^2}=Q$.

A point source of strength $Q$ raises the concentration at distance $s$ by $Q/(4\pi Ds)$. To sum over the disc as seen from a point $P$ on it, use polar coordinates about $P$. The area element $s\,ds\,d\varphi$ cancels the $1/s$. Opposite directions join into a full chord of half-length $h$. At distance $u$ from the chord's midpoint, $R^2-r^2=h^2-u^2$, so each chord contributes

$$\int_{-h}^{h}\frac{du}{\sqrt{h^2-u^2}}=\pi,$$

whatever its position. The chord directions cover an angle $\pi$, and the excess concentration is

$$\Delta C=\frac{1}{4\pi D}\,\frac{Q}{2\pi R}\,\pi\cdot\pi=\frac{Q}{8RD}.\tag{2}$$

It does not depend on $P$, so the assumed density is the one that keeps the disc at constant concentration.

**From one loop to the band.** Equation (1) treats the band as a uniform sheet emitting $J=\rho Q$ per area. Near a given loop, keep the sheet for all the other loops, but remove the loop's own share, a circular cell of radius $b$ with $\rho\pi b^2=1$, and put the disc in its place. Here $b=1/\sqrt{\pi\rho}=25.2$ nm. At its centre the removed cell would have contributed

$$\int_0^b\frac{\rho Q\,2\pi r\,dr}{4\pi D\,r}=\frac{\rho Q\,b}{2D}.$$

Using this central value for the whole disc,

$$C_l-C_p=\frac{Q}{8RD}-\frac{\rho Qb}{2D}=\frac{J}{D}L_b,\qquad L_b(R)=\frac{1}{8\rho R}-\frac b2.\tag{3}$$

The disc and the removed cell emit equal amounts with opposite sign, so their combined disturbance fades away from the loop. The surface does not affect it if $d$ is well above $b$. At 50 nm, two cell radii, this condition is met least well.

Adding (1) and (3), and writing $C_l=SC^*$, gives

$$J=\frac{DC^*(S-1)}{d+L_s+L_b(R)}.\tag{4}$$

Three resistances stand in series: the crystal layer, the surface reaction and the exit from separate loops.

**Concentration at a loop.** The loop energy is taken as

$$E=\pi R^2\gamma+2\pi RE_l\left[\ln\frac{8R}{r_c}-1\right].$$

Differentiating the product $R\ln(8R/r_c)$ gives an additional $+1$, which cancels the $-1$:

$$\frac{dE}{dR}=2\pi R\gamma+2\pi E_l\ln\frac{8R}{r_c}.$$

The number of atoms is $n=\pi R^2n_a$, so $dn/dR=2\pi Rn_a$. The energy per added atom is the ratio of the derivatives,

$$\mu=\frac{1}{n_a}\left[\gamma+\frac{E_l}{R}\ln\frac{8R}{r_c}\right],\qquad S=e^{\mu/k_BT}.$$

The exponential follows from equating $\mu$ to the chemical potential $k_BT\ln(C_l/C^*)$ of dilute interstitials. At $R=10$ nm, $\mu=(0.4+0.4\times5.59)/15.66=0.168$ eV. With $k_BT=0.1097$ eV this gives $S=4.63$. At 5 nm $S$ is already 12.3: small loops dissolve much more readily.

**The dissolution time.** The band loses atoms at the rate $dN/dt=-J$, with $N=\pi\rho n_aR^2$. Separating variables,

$$t=\int_{N_f}^{N_0}\frac{dN}{J}=\frac{1}{DC^*}\int_{N_f}^{N_0}\frac{d+L_s+L_b}{S-1}\,dN,\qquad N_f=0.01\,N_0.$$

At fixed $\rho$, both $S$ and $L_b$ depend on $N$ alone, and $d+L_s$ can be taken out of the integral:

$$t(d)=A\,(d+L_s+\Lambda),\tag{5}$$

$$A=\frac{1}{DC^*}\int_{N_f}^{N_0}\frac{dN}{S-1},\qquad \Lambda=\frac{\int L_b\,(S-1)^{-1}dN}{\int (S-1)^{-1}dN}.$$

The line meets $t=0$ at $d=-(L_s+\Lambda)$. The intercept measures the surface recombination length plus a mean exchange length of the band. For a perfect sink it would still lie at $-\Lambda$.

**The band length.** Since $dN\propto R\,dR$, and 1 % of the atoms remain at $R=1$ nm,

$$\Lambda=\frac{1}{8\rho}\,\frac{\int_1^{10}(S-1)^{-1}dR}{\int_1^{10}R\,(S-1)^{-1}dR}-\frac b2,$$

with $R$ in nm and $1/(8\rho)=250$ nm². Numerical integration gives $\Lambda=21.1$ nm, between $L_b=12.4$ nm at the start and 37.4 nm at $R=5$ nm. If $S$ were constant, the ratio of integrals would be $2/(10+1)$ nm⁻¹ and $\Lambda$ would be $45.5-12.6=32.8$ nm. The rise of $S$ during shrinkage takes weight from the small radii, where $L_b$ is largest, and so lowers $\Lambda$.

**The fit.** The mean depth is $\bar d=150$ nm and the mean time $\bar t=256.44$ s. With $S_{xx}=\sum(d_i-\bar d)^2=25\,000$ nm² and $\sum(d_i-\bar d)\,t_i=23\,665$ nm s, least squares gives

$$m=\frac{23\,665}{25\,000}=0.9466\ \text{s/nm},\qquad c=256.44-0.9466\times150=114.45\ \text{s}.$$

The intercept on the depth axis is $-c/m=-120.9$ nm, and therefore

$$L_s=120.9-21.1\approx100\ \text{nm},\qquad k=\frac{D}{L_s}\approx0.5\ \text{cm/s}.$$

The times came from a time-dependent diffusion calculation with $L_s=100$ nm, including the free interstitials stored in the layer. Before rounding, they agree with (5) to a relative $2\times10^{-6}$, which supports the quasi-steady step. That calculation used (3) for the loops, so it does not test (3). A separate sum over diffusion modes, for a disc with the same $q(r)$ in a cylindrical cell of radius $b$, gives $\Lambda=20.1$ nm. For regularly spaced discs, the approximation in (3) thus matters at the level of 1 nm here. Two features of real loops matter somewhat more. Random, non-overlapping positions raise $L_b$ at the initial radius by about 3 nm above (3). Emission from the edge of the loop, where atoms actually detach, instead of from a disc shifts $\Lambda$ by an amount that depends on the capture radius of the edge: about +2 nm if it equals $r_c=0.3$ nm, +7 nm for half that value and −2 nm for twice that value. Any rise in $\Lambda$ lowers the inferred $L_s$ by the same amount.

## Comparison of the two

The scaling estimate found the total length correctly, since (5) is linear, but assigned all of it to the surface. Its 121 nm is 21 % above the true 100 nm. The error is the ratio $\Lambda/L_s$, so it grows for a more efficient surface. With sparse or small loops it grows too, because the leading term of $L_b$ is $1/(8\rho R)$.

The estimated 1.7 s/nm exceeds the fitted 0.95 s/nm by a factor of 1.8, because it froze $S$ at its lowest value. This error does not touch the intercept: $S$ enters $A$, which cancels in $c/m$, and otherwise acts through the weights in $\Lambda$. For the same reason $DC^*$ need not be known, as long as it is common to all samples.

## How far the value can be trusted

**Timing and temperature.** The intercept is an extrapolation. Write $L_t=c/m=\bar t/m-\bar d$ and vary the times, using $\delta\bar t=\sum\delta t_i/n$ for $n$ samples and $\delta m=\sum(d_i-\bar d)\,\delta t_i/S_{xx}$. To first order,

$$\delta L_t=\frac{\delta\bar t}{m}-\frac{\bar t}{m^2}\,\delta m=\sum_i\frac{\delta t_i}{m}\left[\frac1n-\frac{\bar t}{m}\,\frac{d_i-\bar d}{S_{xx}}\right].$$

Independent errors add in quadrature. Timing errors of 1 % then give 4.4 nm in $L_s$, at fixed $\Lambda$.

Temperature is more demanding. With an activation energy of 5 eV for $DC^*$, one kelvin more shortens the dissolution at 150 nm by 3.3 %. Independent mismatches of 1 K between separate anneals give an error of 15 nm. A common relative error $\delta t_i=\epsilon t_i$ changes $\bar t$ and $m$ by the same factor and cancels, which favours annealing all samples together. A surface with very large $L_s$ is unfavourable: the times then hardly depend on depth, and $m$ is poorly determined relative to $\bar t$.

**Loss to the bulk.** Suppose a perfect sink lies at a distance $B$ below the band. With $X=d+L_s$, the flux out of the band plane is

$$J=D(C_p-C^*)\left(\frac1X+\frac1B\right).$$

In (5), $X$ is then replaced by $XB/(X+B)$, and the line bends downwards at large depth. For $B=10$ µm the straight fit returns 106.8 nm instead of 100 nm. The tangent at mid-range explains the size. Dividing $\Lambda+XB/(X+B)$ by its slope $B^2/(X+B)^2$ gives

$$X+\frac{X^2}{B}+\Lambda\left(1+\frac XB\right)^2.$$

At $X=250$ nm this exceeds $X+\Lambda$ by $6.25+1.07\approx7.3$ nm. In trap-free crystal, interstitials spread about $\sqrt{Dt}\approx0.4$ mm into the bulk during the anneal. Filling it therefore acts like a sink at that order of distance, and the shift is well below 1 nm.

**Unequal loops.** Equation (5) requires that the state of the band depend on what remains in it and not on the elapsed time. Loops of different sizes violate this: large ones grow at the expense of small ones while the band loses atoms. A deep band takes longer to lose a given amount, and so has more time to ripen.

The initial loss rate escapes this difficulty. Let loops of radius $R_i$ have density $\rho_i$ and equilibrium concentration $C_i$, and let them exchange atoms with a common surrounding concentration $C_m=C_p-Jb/(2D)$. By (2),

$$J=8D\sum_i\rho_iR_i(C_i-C_m)=8D\rho\bar R\,(\bar C-C_m),$$

where $\bar R$ is the mean radius and $\bar C$ the average of $C_i$ weighted by $\rho_iR_i$. Equation (1) gives $C_m-C^*=(J/D)(d+L_s-b/2)$. Adding $\bar C-C_m=J/(8D\rho\bar R)$ yields

$$\frac1J=\frac{1}{D(\bar C-C^*)}\left[d+L_s+\frac{1}{8\rho\bar R}-\frac b2\right].\tag{6}$$

At the start, $\bar C$ and $\bar R$ are the same for all depths, so in this mean-field model $1/J$ is linear in $d$ for any size distribution. For a 30 % spread in radius about 10 nm, the extrapolated length is 112.4 nm. Subtracting $25.0-12.6=12.4$ nm returns 100 nm.

Following the same model in time, with 15 size classes and still subtracting the $\Lambda$ of equal loops for the same loss, gives these apparent values of $L_s$:

| Spread in radius | 99 % lost | 10 % lost |
|---|---|---|
| 10 % | 29 nm | 106 nm |
| 30 % | 49 nm | 77 nm |

The true value is 100 nm throughout. Ripening is the largest of the errors sized here. The bias at full dissolution is not monotonic in the spread, so it cannot be scaled from one case to another. A narrow distribution is no protection: in this model the bias grows as the spread falls from 30 % to 2 %, where the apparent $L_s$ is only a few nanometres. These late-stage values are themselves rough. The few surviving loops lie farther apart than the shallowest band is deep, outside the range of (3), and at 99 % loss they are represented by a single size class. With 45 classes instead of 15, both full-dissolution values fall by about 10 nm, while those for 10 % loss change by less than 2 nm. With 135 to 300 classes the full-dissolution values settle near 12 nm for the 10 % spread and 30 nm for the 30 % spread, about 17 to 18 nm below the table. The tabulated full-dissolution column is therefore not converged in the number of classes. In these examples the model underestimates $L_s$ by some 70 to 90 nm, a figure that still rests on (3) used outside its range. Timing the first 10 % of the loss reduces the bias in both cases, but does not remove it.

**The real case.** The loop radius, density, depths and energies are rough typical values for end-of-range defects in silicon after an amorphizing implant and an anneal; $L_s=100$ nm is a chosen value. Real bands break the assumption of equal, constant-number loops, since they have a spread of sizes and ripen. In the examples above, this moves the full-dissolution result from 100 nm to 50 nm or less. Vacancies have also been left out. In silicon near 1000 °C their transport product is comparable to that of interstitials, and vacancies arriving from the surface dissolve interstitial loops too. If the surface supplies them more readily than it removes interstitials, the intercept mixes two surface lengths. Adding the two fluxes in parallel, with a vacancy product between half and all of $DC^*$ and a perfect surface source, lowers the inferred $L_s$ by roughly 20 to 30 nm. The method also needs the same surface condition on all thinned samples and an inert ambient, because oxidation injects interstitials. The effect of the nearby surface on the loop energy has been left out. Early loss rates at several depths, interpreted with (6), reduce the ripening bias, but they demand precise counting of the atoms in the loops. An independent error of 1 % of $N_0$ in each measured loss is a tenth of a 10 % loss, and it gives an error of about 40 nm in $L_s$. Early rates are a sounder basis than times to complete dissolution only if the loss is measured clearly better than that. The remaining computed values are in the numerical output.

## Calculated quantities

```
Temperature: 1273.15 K; k_B T: 0.1097 eV
D C*: 4.0e+06 1/(cm s); D: 5.0e-06 cm2/s
Activation energy of D C*: 5.0 eV
Fault energy: 0.4 eV/nm2; line energy prefactor: 4.0 eV/nm
Core radius: 0.3 nm; loop atoms per area: 15.66 1/nm2
Initial loop radius: 10.0 nm
Loop density: 5.0e+10 1/cm2; cell radius: 25.23 nm
Initial band content: 2.460e+14 1/cm2
Remaining fraction at the end: 0.01
R = 10 nm: energy 0.168 eV, S 4.63, L_b 12.4 nm
R = 5 nm: energy 0.276 eV, S 12.32, L_b 37.4 nm
R = 1 nm: energy 0.864 eV, S 2637.65, L_b 237.4 nm
Depth 50 nm: dissolution time 161.8 s
Depth 100 nm: dissolution time 209.1 s
Depth 150 nm: dissolution time 256.4 s
Depth 200 nm: dissolution time 303.8 s
Depth 250 nm: dissolution time 351.1 s
Largest relative error of the linear law: 1.6e-06
Mean depth: 150.0 nm; mean time: 256.44 s
Sum of squared depth deviations: 25000 nm2
Sum of depth times time deviations: 23665.0 nm s
Fitted slope: 0.94660 s/nm; A: 0.94609 s/nm
Fitted time at zero depth: 114.45 s
Depth intercept: -120.91 nm
Mean band length Lam: 21.06 nm
Lam from the mode sum: 20.06 nm
Recovered recombination length: 99.85 nm
Recombination length put in: 100.00 nm
Surface rate k = D/L_s: 0.501 cm/s
Error of L_s for 1 % independent time errors: 4.4 nm
Time change for +1 K at 150 nm: -3.34 %
Error of L_s for 1 K independent mismatch: 14.9 nm
Radius spread 10 %, 99 % lost: apparent L_s 29.3 nm
Radius spread 10 %, 10 % lost: apparent L_s 106.2 nm
Radius spread 30 %, 99 % lost: apparent L_s 48.7 nm
Radius spread 30 %, 10 % lost: apparent L_s 76.7 nm
Initial-rate intercept length, 30 % spread: 112.38 nm
Initial-rate L_s, 30 % spread: 100.00 nm
Bulk sink 10 um below band: apparent L_s 106.8 nm
```
